# Recoil correction of order $(Z\alpha)^5m^2/M$ to hydrogenic energy levels: verification in Python

```python
# Salpeter recoil correction (spinless point nucleus, first order in m/M, a = Z*alpha):
#   dE = (m^2 c^2/M) a^5/(pi n^3) P,  P = P_C + P_T + P_S
#      = [2/3 ln(1/a) - 1/9] delta_l0 - 8/3 ln k0(n,l) - 7/3 a_n,
#   a_n = -2[ln(2/n)+H_n+1-1/(2n)] (l=0),  1/(l(l+1)(2l+1)) (l>0).
# P_C Coulomb, P_T single transverse photon, P_S seagull; ln k0 Bethe logarithm.
# Start: dE = -(1/2 pi M) int dy <(p-D) G(E+iy) (p-D)>, G Dirac-Coulomb resolvent,
#   D^j = (a/r) alpha^i [T (delta-nn) + L nn]^{ij}, x=yr, q=(1-e^-x-x e^-x)/x^2, L=2q, T=e^-x-q.
# c_n: <theta(r-eps)/r^3> = (4/n^3)(-ln eps - gamma + c_n) in atomic units.
# Internal units hbar=c=m=M=1 (Dirac) or atomic units (Schroedinger); SI in the example.
import numpy as np
from math import log, pi, sqrt, factorial, comb, exp
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy import constants as sc
EG, LN2 = np.euler_gamma, log(2.0)
SER = [(-1)**k*(k+1)/factorial(k+2) for k in range(16, 0, -1)] + [0.0]

def dq(x):  # q(x) - 1/2 without cancellation
    x = np.atleast_1d(np.asarray(x, float)); out = np.empty_like(x); s = x < 0.5
    out[s] = np.polyval(SER, x[s]); b = x[~s]
    out[~s] = (1-np.exp(-b)*(1+b))/b**2 - 0.5
    return out
Lf = lambda x: 1 + 2*dq(x)[0]
Tf = lambda x: exp(-x) - 0.5 - dq(x)[0]
Hn = lambda n: sum(1/i for i in range(1, n+1))
cn = lambda n: log(n/2) - Hn(n) + 0.5 + 0.5/n
an = lambda n, l: -2*(log(2/n)+Hn(n)+1-0.5/n) if l == 0 else 1/(l*(l+1)*(2*l+1))
def parts(n, l, a, lk):
    if l == 0:
        return np.array([-4/3, 8/3*(log(2/a)-lk-cn(n)+4/3), -2*(log(1/a)-7/3+4/3*LN2+cn(n))])
    return np.array([0.0, -8/3*lk-4/3*an(n, l), -an(n, l)])
salpeter = lambda n, l, a, lk: (2/3*log(1/a)-1/9)*(l == 0) - 8/3*lk - 7/3*an(n, l)

# ---- starting formula against exact diagonalization of a Fock-space model ----
eps = np.array([-2.3, -1.6, 0.7, 1.4, 2.1]); par = np.array([-1, 1, 1, -1, -1])
rng = np.random.default_rng(1); mask = par[:, None] != par[None, :]
p1, j1 = [(m+m.T)*mask for m in rng.normal(size=(2, 5, 5))]
cs = []
for i in range(5):
    op = np.eye(1)
    for k in range(5):
        op = np.kron(op, np.diag([1., -1.]) if k < i else
                     (np.array([[0., 1.], [0., 0.]]) if k == i else np.eye(2)))
    cs.append(op)
second = lambda h: sum(h[i, k]*cs[i].T@cs[k] for i in range(5) for k in range(5))
w, g, nb = 0.9, 1e-3, 6
bo = np.diag(np.sqrt(np.arange(1., nb)), 1); A = bo + bo.T
def expect(N):
    s = np.where(np.round(np.diag(second(np.eye(5)))) == N)[0]; ix = np.ix_(s, s)
    P, J, H0 = second(p1)[ix], second(j1)[ix], second(np.diag(eps))[ix]; I = np.eye(len(s))
    v = np.linalg.eigh(np.kron(H0, np.eye(nb))+w*np.kron(I, bo.T@bo)+g*np.kron(J, A))[1][:, 0]
    return np.array([v@np.kron(P@P, np.eye(nb))@v, -2*v@np.kron(P, A)@v/g, v@np.kron(I, A@A)@v/g**2])
exact = expect(3) - expect(2)
oth = [0, 1, 3, 4]; De = eps[oth]-eps[2]; pa, ja = p1[2, oth], j1[2, oth]
Dm = lambda y: -2*w*ja/(w*w+y*y)
cont = np.array([2/pi*quad(lambda y: np.sum(De/(De**2+y*y)*f(y)), 0, np.inf)[0]
                 for f in (lambda y: pa*pa, lambda y: -2*pa*Dm(y), lambda y: Dm(y)**2)])
assert np.allclose(exact, cont, rtol=1e-4, atol=1e-5)   # neglected terms are O(g^2)
print("Fock model PP,PA,AA exact  :", np.round(exact, 5))
print("Fock model PP,PA,AA contour:", np.round(cont, 5))

# ---- L and T from the Fourier definition ----
def four(fs, fc):
    head = quad(lambda k: fs(k)*np.sin(k)+fc(k)*np.cos(k), 1e-12, 1)[0]
    return head + quad(fs, 1, np.inf, weight='sin', wvar=1)[0] + quad(fc, 1, np.inf, weight='cos', wvar=1)[0]
for x in (0.3, 1.3, 4.0):
    assert abs(4/pi*four(lambda k: 1/(k*(k*k+x*x)), lambda k: -1/(k*k+x*x)) - Lf(x)) < 1e-6
    assert abs(2/pi*four(lambda k: (k-1/k)/(k*k+x*x), lambda k: 1/(k*k+x*x)) - Tf(x)) < 1e-6

# ---- free Dirac matrix elements ----
sg = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]), np.diag([1, -1])]
al = [np.kron(sg[0], s) for s in sg]; be = np.kron(sg[2], np.eye(2))
kv = np.array([0.4, -1.1, 0.7]); y = 0.8; k2 = kv@kv
H0 = be + sum(kv[i]*al[i] for i in range(3)); G0 = np.linalg.inv((1+1j*y)*np.eye(4)-H0)
me = sum(((i == l)-kv[i]*kv[l]/k2)*al[i]@G0@al[l] for i in range(3) for l in range(3))
assert np.allclose(me[:2, :2], 2j*y/(2j*y-y*y-k2)*np.eye(2))
ev, U = np.linalg.eigh(H0); Ek = sqrt(1+k2)
assert abs(np.sum(abs(U[0, ev < 0])**2) - (Ek-1)/(2*Ek)) < 1e-12

# ---- region integrals by quadrature ----
IC = quad(lambda k: (sqrt(1+k*k)-1)/(sqrt(1+k*k)*(sqrt(1+k*k)+1)**2), 0, np.inf)[0]
phi = lambda s: exp(s)*(2*Tf(exp(s))**2+Lf(exp(s))**2)
I0 = quad(phi, -40, 12, limit=300)[0]; I1 = quad(lambda s: s*phi(s), -40, 12, limit=300)[0]
X = 1e-5; J = quad(lambda s: 2*dq(exp(s))[0]/exp(s), log(X), 40, limit=300)[0]
Lam = 1e-8; xg, wg = np.polynomial.legendre.leggauss(200)
half = (log(1e6)-log(Lam))/2
yy = np.exp(log(Lam)+half*(xg+1))[:, None]; kk = np.exp(np.arange(-40, 25, 0.05))[None, :]
R2 = yy**2+kk**2
hard = -8/pi*half*wg@(0.05*np.sum(4*yy**3*kk**3/(R2**2*(R2**2+4*yy**2)), axis=1))
assert abs(IC-1/3) < 1e-8 and abs(I0-1) < 1e-7 and abs(I1-(-EG+4/3-7/3*LN2)) < 1e-7
assert abs(J-2/3*(log(X)+EG-4/3)) < 1e-5               # remainder O(X)
assert abs(hard+2*(log(1/(2*Lam))-1)) < 1e-3           # remainder O(sqrt(Lam))
print(f"Coulomb integral (1/m) = {IC:.8f}")
print(f"int(2T^2+L^2)dx = {I0:.8f}; with ln x = {I1:.8f}")
print(f"J(X)-(2/3)lnX at X=1e-5 = {J-2/3*log(X):.6f}")
print(f"hard seagull + 2 ln(m/2Lam), Lam=1e-8 m = {hard+2*log(1/(2*Lam)):.4f}")

# ---- hydrogen radial functions R = poly(r) exp(-r/n) and r^-3 moments ----
Poly = np.polynomial.Polynomial; rp = Poly([0, 1])
def radial(n, l):
    k = n-l-1
    p = Poly([0]*l+[(-2/n)**i*comb(k+2*l+1, k-i)/factorial(i) for i in range(k+1)])
    nrm = sum(c*factorial(i)*(n/2)**(i+1) for i, c in enumerate(((rp*p)**2).coef))
    return p/sqrt(nrm)
for n in range(1, 5):
    for l in range(n):
        p = radial(n, l); e0 = 1e-8
        m3 = quad(lambda s: p(exp(s))**2*exp(-2*exp(s)/n), log(e0), log(60*n), limit=300)[0]
        if l == 0:
            cq = m3*n**3/4+log(e0)+EG
            assert abs(cq-cn(n)) < 1e-6 and abs(cq-an(n, 0)/2-1.5) < 1e-6
            print(f"c_{n} by quadrature = {cq:.6f}, a_{n} = {an(n, 0):.6f}")
        else:
            assert abs(m3*n**3/2-an(n, l)) < 1e-7

def tri(diag, off, rhs):
    ab = np.zeros((3, len(diag)), complex); ab[0, 1:] = off; ab[2, :-1] = off; ab[1] = diag
    return solve_banded((1, 1), ab, rhs.astype(complex), check_finite=False)
rich = lambda f, h: (4*f(h/2)-f(h))/3
DS = 0.4
# ---- Bethe logarithm: ln|D| = int y dy [1/(1+y^2) - 1/(D^2+y^2)], Schroedinger resolvent ----
def bethe(n, l, h):
    r = np.exp(np.arange(log(1e-14), log(120.), h)); p = radial(n, l); ex = np.exp(-r/n)
    base = rp*p.deriv()-rp*p/n; tot = S0 = 0.0
    for lc, wt, gp in ((l+1, (l+1)/(2*l+1), base-l*p), (l-1, l/(2*l+1), base+(l+1)*p)):
        if wt == 0: continue
        u = -p(r)*ex/r; gr = gp(r)*ex; s0 = h*np.sum(r*u*gr); S0 += wt*s0
        off = np.full(len(r)-1, 0.5/h**2)
        for y in np.exp(np.arange(log(1e-7), log(1e16), DS)):
            x = tri(r*r*(1j*y-0.5/n**2)+r-0.5*(lc+0.5)**2-1/h**2, off, r**1.5*gr)
            tot += wt*DS*(s0*y*y/(1+y*y) + y*h*np.sum(r**1.5*u*x.imag))
    assert abs(S0-2*(l == 0)/n**3) < 1e-8              # sum rule
    return (tot+LN2*S0)*n**3/2
states = {"1S": (1, 0, -1), "2S": (2, 0, -1), "2P": (2, 1, 1)}
lk = {s: rich(lambda h: bethe(n, l, h), 0.016) for s, (n, l, k) in states.items()}

# ---- the three parts to all orders in a: staggered log-grid Dirac-Coulomb resolvent ----
def dirac(a, n, kap, h):
    gam = sqrt(1-a*a); nr = n-1; N = sqrt(nr*nr+2*nr*gam+1)
    e = -a*a/(N*(N+nr+gam)); E = 1+e; lam = a/N
    a0, b0 = (1.0, -a/(1+gam)) if kap < 0 else (a/(1+gam), 1.0)
    a1, b1 = np.linalg.solve([[gam+1+kap, -a], [a, gam+1-kap]], [lam*a0+(E+1)*b0, lam*b0-e*a0])
    assert abs(lam*a1+(E+1)*b1) < 1e-9*a*max(a, abs(a1))   # series terminates
    r = np.exp(np.arange(log(1e-9), log(100/a), h/2)); pre = r**gam*np.exp(-lam*r)
    G, F = pre*(a0+a1*r), pre*(b0+b1*r); nm = sqrt(h/2*np.sum(r*(G*G+F*F))); G, F = G/nm, F/nm
    if kap < 0:
        ch = ((1, 1/3, lambda L, T: (L-2*T, -L-2*T)), (-2, 2/3, lambda L, T: (L+T, T-L)))
    else:
        ch = ((-1, 1/3, lambda L, T: (L+2*T, 2*T-L)), (2, 2/3, lambda L, T: (L-T, -L-T)))
    out = np.zeros(3)
    for y in np.exp(np.arange(log(1e-5*a*a), log(1e4), DS)):
        q = dq(y*r); dL, dT = 2*q, np.expm1(-y*r)-q
        for kc, wt, co in ch:
            isG = np.arange(len(r)) % 2 == (0 if kc < 0 else 1)
            off = np.where(isG[:-1], 1/h, -1/h) - kc/2
            src = lambda c: a*np.where(isG, F*c[0], G*c[1])
            u = a/r*np.where(isG, G, F); d0 = src(co(1.0, 0.5)); dd = src(co(dL, dT))
            d = src(co(1+dL, 0.5+dT))
            x = tri(r*(1j*y+np.where(isG, -1., 1.))+a, off, u)
            z = tri(r*(1j*y+np.where(isG, e, 2+e))+a, off, np.column_stack([u, d]))
            f = wt*h*DS*y/pi
            out[0] -= f*(u@x/(E-1j*y)**2).real
            out[1] += f*2*((d0@x/(E-1j*y)).real - (dd@z[:, 0]).imag/y)
            out[2] -= f*(d@z[:, 1]).real
    return out*pi*n**3/a**5
for s, a in (("1S", 1e-5), ("2S", 1e-5), ("2P", 1e-5), ("1S", 1e-6)):
    n, l, k = states[s]; num = rich(lambda h: dirac(a, n, k, h), 0.02); th = parts(n, l, a, lk[s])
    print(f"{s} a={a:.0e} Dirac   P_C,P_T,P_S = {num[0]:.4f} {num[1]:.4f} {num[2]:.4f}")
    print(f"{s} a={a:.0e} derived P_C,P_T,P_S = {th[0]:.4f} {th[1]:.4f} {th[2]:.4f}")
    assert np.all(abs(num-th) < 3e-3)                   # remainder O(pi a ln a)
    assert abs(num.sum()-salpeter(n, l, a, lk[s])) < 3e-3

# ---- worked example: hydrogen ----
a = sc.alpha; ratio = sc.m_e/sc.m_p
unit = sc.m_e*sc.c**2*ratio*a**5/(pi*sc.h)/1e3
print(f"alpha = {a:.10e}, ln(1/alpha) = {log(1/a):.6f}, m/M = {ratio:.8e}")
print(f"m c^2/h = {sc.m_e*sc.c**2/sc.h:.8e} Hz")
print(f"(m^2c^2/M) alpha^5/(pi h) = {unit:.4f} kHz")
res = {}
for s, (n, l, k) in states.items():
    th = parts(n, l, a, lk[s]); P = salpeter(n, l, a, lk[s]); res[s] = P*unit/n**3
    assert abs(th.sum()-P) < 1e-12
    print(f"{s}: ln k0 = {lk[s]:.5f}, a_n = {an(n, l):.5f}, -(7/3)a_n = {-7/3*an(n, l):.5f}")
    print(f"{s}: P_C = {th[0]:.4f}, P_T = {th[1]:.4f}, P_S = {th[2]:.4f}, P = {P:.4f}")
    t = th*unit/n**3
    print(f"{s}: C {t[0]:.2f}, T {t[1]:.2f}, S {t[2]:.2f}, dE/h = {res[s]:.2f} kHz")
print(f"1S: dE = {res['1S']*1e3*sc.h:.4e} J")
print(f"2S-2P difference = {res['2S']-res['2P']:.2f} kHz")
print(f"(m_r/m)^3 = {(1+ratio)**-3:.6f} (size of the next order in m/M)")
full = rich(lambda h: dirac(a, 1, -1, h), 0.02); gap = full.sum()-salpeter(1, 0, a, lk["1S"])
assert abs(gap) < 10*a                                  # next order is O(a)
print(f"1S all orders at alpha: P_C,P_T,P_S = {full[0]:.4f} {full[1]:.4f} {full[2]:.4f}")
print(f"1S all orders P = {full.sum():.4f}, minus Salpeter = {gap:.4f} ({gap*unit:.1f} kHz)")
print("OK")
```

Printed output:

```
Fock model PP,PA,AA exact  : [ 0.73783 -0.75827  0.19123]
Fock model PP,PA,AA contour: [ 0.73783 -0.75827  0.19123]
Coulomb integral (1/m) = 0.33333333
int(2T^2+L^2)dx = 1.00000000; with ln x = -0.86122575
J(X)-(2/3)lnX at X=1e-5 = -0.504081
hard seagull + 2 ln(m/2Lam), Lam=1e-8 m = 1.9996
c_1 by quadrature = -0.693147, a_1 = -4.386294
c_2 by quadrature = -0.750000, a_2 = -4.500000
c_3 by quadrature = -0.761202, a_3 = -4.522403
c_4 by quadrature = -0.765186, a_4 = -4.530372
1S a=1e-05 Dirac   P_C,P_T,P_S = -1.3333 29.9964 -18.8220
1S a=1e-05 derived P_C,P_T,P_S = -1.3333 29.9958 -18.8213
2S a=1e-05 Dirac   P_C,P_T,P_S = -1.3333 30.6076 -18.7082
2S a=1e-05 derived P_C,P_T,P_S = -1.3333 30.6070 -18.7076
2P a=1e-05 Dirac   P_C,P_T,P_S = -0.0000 -0.1422 -0.1667
2P a=1e-05 derived P_C,P_T,P_S = 0.0000 -0.1422 -0.1667
1S a=1e-06 Dirac   P_C,P_T,P_S = -1.3333 36.1361 -23.4265
1S a=1e-06 derived P_C,P_T,P_S = -1.3333 36.1360 -23.4265
alpha = 7.2973525643e-03, ln(1/alpha) = 4.920244, m/M = 5.44617021e-04
m c^2/h = 1.23558997e+20 Hz
(m^2c^2/M) alpha^5/(pi h) = 443.2435 kHz
1S: ln k0 = 2.98413, a_n = -4.38629, -(7/3)a_n = 10.23469
1S: P_C = -1.3333, P_T = 12.4153, P_S = -5.6359, P = 5.4461
1S: C -590.99, T 5503.01, S -2498.08, dE/h = 2413.93 kHz
2S: ln k0 = 2.81177, a_n = -4.50000, -(7/3)a_n = 10.50000
2S: P_C = -1.3333, P_T = 13.0265, P_S = -5.5222, P = 6.1710
2S: C -73.87, T 721.74, S -305.96, dE/h = 341.91 kHz
2P: ln k0 = -0.03002, a_n = 0.16667, -(7/3)a_n = -0.38889
2P: P_C = 0.0000, P_T = -0.1422, P_S = -0.1667, P = -0.3088
2P: C 0.00, T -7.88, S -9.23, dE/h = -17.11 kHz
1S: dE = 1.5995e-27 J
2S-2P difference = 359.02 kHz
(m_r/m)^3 = 0.998368 (size of the next order in m/M)
1S all orders at alpha: P_C,P_T,P_S = -1.3112 12.5675 -5.8264
1S all orders P = 5.4299, minus Salpeter = -0.0161 (-7.2 kHz)
OK
```
